# Screening constant and K-alpha doublets from the Sommerfeld expansion: test program

```python
"""
Result under test: the L2-L3 splitting of an atom of nuclear charge number Z is
  dE = m c^2 x^2/32 (1 + 5x/8 + 53x^2/128 + 303x^3/1024 + ...),
  x = (alpha zeta)^2,  zeta = Z - s,
with one screening constant s near 3.5. It also gives the K-alpha separation.
alpha: fine-structure constant; m c^2: electron rest energy; kappa: Dirac
angular quantum number (2p1/2: +1, 2p3/2: -2).
The splittings to be fitted come from self-consistent Dirac-Kohn-Sham atoms
with local-density exchange. Radial work uses Hartree atomic units.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_triangular
from scipy.optimize import brentq
from pyscf import gto, dft

ALPHA = const.fine_structure
C_AU = 1 / ALPHA
REST_EV = const.m_e * const.c**2 / const.e
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
COEFFS = (1.0, 5 / 8, 53 / 128, 303 / 1024)

# ---------- Sommerfeld model ----------


def closed_form(zeta):
    x = (ALPHA * zeta)**2
    return REST_EV * (np.sqrt(1 - x / 4) - np.sqrt((1 + np.sqrt(1 - x)) / 2))


def expansion(zeta, terms=4):
    x = (ALPHA * zeta)**2
    return REST_EV * x**2 / 32 * sum(COEFFS[i] * x**i for i in range(terms))


def screening(Z, splitting, model):
    return Z - brentq(lambda zeta: model(zeta) - splitting, 1.0, 120.0)


# ---------- radial Dirac solver: kinetically balanced Gaussians ----------
log_r = np.linspace(np.log(1e-8), np.log(40.0), 1000)
r = np.exp(log_r)
weight = r * (log_r[1] - log_r[0])
exponents = 0.02 * 2.2**np.arange(29)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(maxsize=None)
def basis(kappa):
    """Orthonormal large and small radial functions and their coupling."""
    l = orbital_l(kappa)
    a = exponents[:, None]
    large = r**(l + 1) * np.exp(-a * r**2)
    large /= np.sqrt((large**2 * weight).sum(axis=1))[:, None]
    deriv = ((l + 1 + kappa) / r - 2 * a * r) * large
    small = deriv / np.sqrt((deriv**2 * weight).sum(axis=1))[:, None]
    chol = np.linalg.cholesky((large * weight) @ large.T)
    large = solve_triangular(chol, large, lower=True)
    deriv = solve_triangular(chol, deriv, lower=True)
    chol = np.linalg.cholesky((small * weight) @ small.T)
    small = solve_triangular(chol, small, lower=True)
    return large, small, (deriv * weight) @ small.T


def solve_dirac(kappa, potential, c=C_AU):
    """Energies (rest energy removed) and vectors of positive-energy states."""
    large, small, coupling = basis(kappa)
    size = len(large)
    vw = potential * weight
    lower = (small * vw) @ small.T - 2 * c**2 * np.eye(size)
    ham = np.block([[(large * vw) @ large.T, c * coupling],
                    [c * coupling.T, lower]])
    energy, vectors = np.linalg.eigh(ham)
    return energy[size:], vectors[:, size:]


def occupations(configuration):
    """Share each subshell between its two j values by degeneracy."""
    occ = {}
    for shell in configuration.split():
        n, l, count = int(shell[0]), "spdf".index(shell[1]), int(shell[2:])
        occ[(n, -l - 1)] = count * (2 * l + 2) / (4 * l + 2)
        if l > 0:
            occ[(n, l)] = count * 2 * l / (4 * l + 2)
    return occ


def atom(Z, occ, c=C_AU, start=None):
    """Self-consistent orbital energies in hartree, and the potential."""
    if start is None:
        scaled = r * Z**(1 / 3) / 0.885
        v = -(1 + (Z - 1) / (1 + 0.536 * scaled)**2) / r
    else:
        v = start.copy()
    mix, previous = 0.3, np.inf
    for _ in range(300):
        radial_density = np.zeros_like(r)
        levels = {}
        for kappa in sorted({key[1] for key in occ}):
            large, small, _coupling = basis(kappa)
            size = len(large)
            energy, vectors = solve_dirac(kappa, v, c)
            for (n, k), number in occ.items():
                if k == kappa:
                    index = n - orbital_l(kappa) - 1
                    vec = vectors[:, index]
                    levels[(n, k)] = energy[index]
                    radial_density += number * ((vec[:size] @ large)**2
                                                + (vec[size:] @ small)**2)
        inside = CubicSpline(log_r, radial_density * r).antiderivative()(log_r)
        outside = CubicSpline(log_r, radial_density).antiderivative()(log_r)
        hartree = inside / r + outside[-1] - outside
        exchange = -np.cbrt(3 / np.pi * radial_density / (4 * np.pi * r**2))
        change = -Z / r + hartree + exchange - v
        residual = np.max(np.abs(r * change))
        if residual < 1e-4:
            return levels, v
        if residual > previous:
            mix = max(0.15, 0.7 * mix)
        previous = residual
        v = v + mix * change
    raise AssertionError("self-consistency not reached for Z = %d" % Z)


def l_splitting(levels):
    return (levels[(2, -2)] - levels[(2, 1)]) * HARTREE_EV


# ---------- test: series coefficients from the general level formula ----------
X = sp.symbols("x", positive=True)


def level_series(n, k):
    level = (1 + X / (n - k + sp.sqrt(k**2 - X))**2)**sp.Rational(-1, 2)
    return sp.series(level, X, 0, 6).removeO()


difference = sp.expand(level_series(2, 2) - level_series(2, 1))
assert difference.coeff(X, 0) == 0 and difference.coeff(X, 1) == 0
assert difference.coeff(X, 2) == sp.Rational(1, 32)
for order, value in enumerate(COEFFS):
    assert abs(float(32 * difference.coeff(X, order + 2)) - value) < 1e-14

# ---------- test: closed form against diagonalization, bare Coulomb field ----
print("rest energy m c^2 = %.2f eV, alpha = %.8f" % (REST_EV, ALPHA))
for zeta in (25.5, 70.5):
    numeric = (solve_dirac(-2, -zeta / r)[0][0]
               - solve_dirac(1, -zeta / r)[0][0]) * HARTREE_EV
    assert abs(numeric / closed_form(zeta) - 1) < 5e-4
    print("one electron, zeta=%.1f: diagonalized %.3f, formula %.3f eV"
          % (zeta, numeric, closed_form(zeta)))

# ---------- test: self-consistent solver against pyscf, argon, large c -------
AR = "1s2 2s2 2p6 3s2 3p6"
argon, _ = atom(18, occupations(AR), c=10 * C_AU)
mean_2p = (2 * argon[(2, 1)] + 4 * argon[(2, -2)]) / 6
even_tempered = gto.expand_etbs([(0, 20, 0.05, 2.3), (1, 15, 0.05, 2.3)])
molecule = gto.M(atom="Ar 0 0 0", basis={"Ar": even_tempered}, verbose=0)
reference = dft.RKS(molecule)
reference.xc = "lda,"
reference.kernel()
assert reference.converged
pyscf_2p = np.mean(reference.mo_energy[2:5])
assert abs(mean_2p - pyscf_2p) < 2e-3
print("Ar 2p, c enlarged 10x: %.4f hartree; pyscf nonrel.: %.4f hartree"
      % (mean_2p, pyscf_2p))

# ---------- splittings to be fitted ----------
ZN = AR + " 3d10 4s2"
KR = ZN + " 4p6"
PD = KR + " 4d10"
XE = PD + " 5s2 5p6"
BA = XE + " 6s2"
YB = BA + " 4f14"
HG = YB + " 5d10"
fit_atoms = [("Zn", 30, ZN), ("Kr", 36, KR), ("Pd", 46, PD), ("Xe", 54, XE),
             ("Ba", 56, BA), ("Yb", 70, YB), ("Hg", 80, HG)]
charges, s_full, s_lead, s_closed = [], [], [], []
print("atom  Z  L2-L3 splitting/eV  s(leading term)  s(four terms)")
for name, Z, configuration in fit_atoms:
    levels, potential = atom(Z, occupations(configuration))
    split = l_splitting(levels)
    if name == "Zn":
        zinc_levels, zinc_potential = levels, potential
    charges.append(Z)
    s_full.append(screening(Z, split, expansion))
    s_lead.append(screening(Z, split, lambda zeta: expansion(zeta, 1)))
    s_closed.append(screening(Z, split, closed_form))
    print("%s   %d   %9.3f   %7.3f   %7.3f"
          % (name, Z, split, s_lead[-1], s_full[-1]))
charges, s_full = np.array(charges), np.array(s_full)
s_fit = s_full.mean()
slope, intercept = np.polyfit(charges, charges - s_full, 1)
print("fitted screening constant s = %.3f" % s_fit)
print("smallest and largest s_i = %.3f, %.3f" % (s_full.min(), s_full.max()))
print("s with the closed form = %.3f" % np.mean(s_closed))
print("free line zeta = a Z - b: a = %.4f, b = %.3f" % (slope, -intercept))
assert 3.0 < s_fit < 4.0
assert np.ptp(s_full) < 0.5
assert abs(slope - 1) < 0.02
assert abs(np.mean(s_closed) - s_fit) < 0.05
assert abs(s_lead[-1] - s_lead[0]) > 2.0

# ---------- test: outer electrons move both levels but not the splitting -----
ion_levels, _ = atom(30, occupations(AR + " 3d10"), start=zinc_potential)
shift = (zinc_levels[(2, -2)] - ion_levels[(2, -2)]) * HARTREE_EV
split_change = l_splitting(ion_levels) - l_splitting(zinc_levels)
assert shift > 5.0 and abs(split_change) < 0.1
print("Zn without 4s2: L3 orbital lowered by %.2f eV" % shift)
print("Zn without 4s2: splitting changed by %.4f eV" % split_change)

# ---------- predictions for atoms left out of the fit ----------
targets = [("Cu", 29, AR + " 3d10 4s1", 0.05), ("W", 74, YB + " 5d4", 0.02)]
for name, Z, configuration, tolerance in targets:
    occ = occupations(configuration)
    levels, potential = atom(Z, occ)
    direct = l_splitting(levels)
    predicted = expansion(Z - s_fit)
    removal = {}
    for kappa in (1, -2):
        half_hole = dict(occ)
        half_hole[(2, kappa)] -= 0.5
        ionized, _ = atom(Z, half_hole, start=potential)
        removal[kappa] = -ionized[(2, kappa)] * HARTREE_EV
    relaxed = removal[1] - removal[-2]
    assert abs(predicted / direct - 1) < tolerance
    assert abs(relaxed / direct - 1) < 0.08
    assert abs(expansion(Z) / direct - 1) > 0.15
    print("%s: zeta = %.3f, x = %.5f"
          % (name, Z - s_fit, (ALPHA * (Z - s_fit))**2))
    print("%s: leading term alone = %.3f eV" % (name, expansion(Z - s_fit, 1)))
    print("%s: predicted K-alpha separation = %.3f eV" % (name, predicted))
    print("%s: the same in joules = %.4e J" % (name, predicted * const.e))
    print("%s: closed form at the same s = %.3f eV"
          % (name, closed_form(Z - s_fit)))
    print("%s: four terms without screening = %.3f eV" % (name, expansion(Z)))
    print("%s: direct orbital separation = %.3f eV" % (name, direct))
    print("%s: prediction minus direct = %.2f percent"
          % (name, 100 * (predicted / direct - 1)))
    print("%s: half-hole separation = %.3f eV" % (name, relaxed))

print("verified")
```

Printed output:

```
rest energy m c^2 = 510998.95 eV, alpha = 0.00729735
one electron, zeta=25.5: diagonalized 19.571, formula 19.571 eV
one electron, zeta=70.5: diagonalized 1343.814, formula 1343.821 eV
Ar 2p, c enlarged 10x: -8.3782 hartree; pyscf nonrel.: -8.3782 hartree
atom  Z  L2-L3 splitting/eV  s(leading term)  s(four terms)
Zn   30      23.812     3.071     3.234
Kr   36      53.716     2.998     3.296
Pd   46     159.138     2.703     3.375
Xe   54     324.174     2.274     3.418
Ba   56     381.217     2.135     3.426
Yb   70    1045.884     0.675     3.409
Hg   80    1945.913    -0.965     3.353
fitted screening constant s = 3.359
smallest and largest s_i = 3.234, 3.426
s with the closed form = 3.366
free line zeta = a Z - b: a = 0.9975, b = 3.225
Zn without 4s2: L3 orbital lowered by 20.38 eV
Zn without 4s2: splitting changed by 0.0056 eV
Cu: zeta = 25.641, x = 0.03501
Cu: leading term alone = 19.575 eV
Cu: predicted K-alpha separation = 20.014 eV
Cu: the same in joules = 3.2065e-18 J
Cu: closed form at the same s = 20.014 eV
Cu: four terms without screening = 32.951 eV
Cu: direct orbital separation = 20.442 eV
Cu: prediction minus direct = -2.10 percent
Cu: half-hole separation = 21.143 eV
W: zeta = 70.641, x = 0.26574
W: leading term alone = 1127.640 eV
W: predicted K-alpha separation = 1354.156 eV
W: the same in joules = 2.1696e-16 J
W: closed form at the same s = 1355.755 eV
W: four terms without screening = 1663.118 eV
W: direct orbital separation = 1351.335 eV
W: prediction minus direct = 0.21 percent
W: half-hole separation = 1369.710 eV
verified
```
